# Induced gate noise and its drain correlation in a saturated long channel

Thermal motion of carriers in the channel of a MOS transistor produces noise in the drain current and, through the gate capacitance, a smaller noise current in the gate. For a long channel at the edge of saturation, to lowest order in the angular frequency $\omega$,

$$S_d=4kT\,\tfrac23 g_{d0},\qquad S_g=4kT\,\tfrac{16}{135}\frac{\omega^2C^2}{g_{d0}},\qquad S_{gd}=+4kT\,\frac{j\omega C}{9},$$

$$c=\frac{S_{gd}}{\sqrt{S_gS_d}}=+j\sqrt{\tfrac{5}{32}}\approx+0.395\,j .$$

Here $C=WLC_{ox}$ is the total oxide capacitance of a channel of width $W$ and length $L$, and $g_{d0}$ is the channel conductance at zero drain bias. Spectra are one-sided, $S_{gd}$ is the spectrum of $i_gi_d^*$, time dependence is $e^{+j\omega t}$, and both currents are positive into the device. Reversing one current reverses the sign of $c$; conjugating the other factor instead reverses the sign of its imaginary part. All terminals are held at fixed voltage.

Take an n-channel device with $x$ running from source ($0$) to drain ($L$), and let $V(x)$ be the channel potential relative to the source. In strong inversion and the gradual-channel approximation, the mobile charge per area has magnitude $C_{ox}u$ with $u=U-mV$. The overdrive is $U$, and the constant body factor $m$ accounts for depletion charge that grows with $V$. With constant mobility $\mu$ and diffusion neglected, the current into the drain is

$$I=g\frac{dV}{dx}=-\frac{\mu WC_{ox}}{m}\,u\frac{du}{dx},\qquad g=\mu WC_{ox}u .$$

Integrating from the source gives $u^2=U^2-2mIx/(\mu WC_{ox})$. The edge of saturation is $u(L)=0$, so

$$I=\frac{\mu WC_{ox}U^2}{2mL},\qquad u=Us,\qquad s=\sqrt{1-\xi},\quad \xi=x/L .$$

At zero drain bias $u=U$ everywhere, hence $g_{d0}=\mu WC_{ox}U/L$ and, in saturation, $g=g_{d0}Ls$. Since $\xi=1-s^2$, an average over the channel is $\int_0^1(\cdot)\,d\xi=\int_0^1(\cdot)\,2s\,ds$.

A slice of length $\Delta x$ has resistance $\Delta x/g$. If its carriers are in local equilibrium at the lattice temperature $T$, Nyquist's theorem gives it a parallel noise current of spectrum $4kTg/\Delta x$, independent of other slices. In the continuum limit this is a source $n(x)$ with

$$\langle n(x)n^*(x')\rangle=4kT\,g(x)\,\delta(x-x').$$

Local equilibrium under bias is an assumption; it fails when the field heats the carriers.

Let $v(x)$ be the small change of channel potential and $i(x)$ that of the current. At fixed gate voltage $g$ depends on position through $V$ alone, so its change is $(dg/dV)v$. Linearising $I=g\,dV/dx$ gives

$$i=g\frac{dv}{dx}+\frac{dg}{dV}\frac{dV}{dx}v+n=\frac{d(gv)}{dx}+n .$$

The electron charge per length is $-WC_{ox}u$, and the conventional current along $+x$ is $-I$. Charge conservation therefore reads $\partial I/\partial x=-WC_{ox}\,\partial u/\partial t$. With $\delta u=-mv$,

$$\frac{di}{dx}=j\omega mWC_{ox}v .$$

To lowest order $i$ is uniform and equals the drain current $i_d$. The product $gv$ vanishes at both ends, so integrating the linearised current equation gives

$$i_d=\frac1L\int_0^L n\,dx,\qquad S_d=\frac{4kT}{L^2}\int_0^Lg\,dx=4kTg_{d0}\int_0^1 2s^2ds=4kT\,\tfrac23g_{d0}.$$

The gate charge is $WC_{ox}\int(V_G-V)dx$ plus a constant, so at fixed gate voltage $i_g=-j\omega WC_{ox}\int_0^Lv\,dx$. Integrating the current equation only up to $x$ gives $gv=i_dx-\int_0^xn\,dx'$. Dividing by $g$ and using $dx/g=dV/I$,

$$\int_0^Lv\,dx=\frac{i_d}{I}\int x\,dV-\frac1I\int_0^Ln(x')\,[V(L)-V(x')]\,dx' ,$$

where the order of integration has been exchanged in the second term. Integration by parts gives $\int x\,dV=L[V(L)-\langle V\rangle]$, with $\langle V\rangle$ the average over length. Since $i_dL=\int n\,dx$, the terms in $V(L)$ cancel:

$$i_g=\frac{j\omega WC_{ox}}{I}\int_0^Ln(x)\,[\langle V\rangle-V(x)]\,dx .$$

Each source is weighted by how far its local potential lies below the average. For the present profile $V=(U/m)(1-s)$ and $\langle s\rangle=2/3$, so the bracket is $(U/m)(s-2/3)$. Inserting $I$, and using $C/g_{d0}=L^2/(\mu U)$,

$$i_g=\frac{j\omega C}{g_{d0}L}\int_0^Ln(x)\left(2s-\tfrac43\right)dx .$$

The factor $m$ has cancelled. The weight changes sign at $s=2/3$, or $x=5L/9$. A positive source $n$ raises the potential on its source side and lowers it on its drain side. If it sits near the source, the lowered part dominates and the gate charge grows; near the drain the gate charge falls. All sources drive the drain current with the same sign, so contributions to the correlation partly cancel.

The two remaining spectra follow by squaring and by multiplying with $i_d^*$:

$$\frac{S_g\,g_{d0}}{4kT\omega^2C^2}=\int_0^12s^2\left(2s-\tfrac43\right)^2ds=\frac85-\frac83+\frac{32}{27}=\frac{16}{135},$$

$$\frac{S_{gd}}{4kTj\omega C}=\int_0^12s^2\left(2s-\tfrac43\right)ds=1-\frac89=\frac19 .$$

Therefore $|c|^2=(1/81)/[(2/3)(16/135)]=5/32$. The size can also be read from the distribution of noise power, which is proportional to $s^2ds$. Under it the mean of $s$ is $3/4$ and the variance is $3/5-9/16=3/80$. The mean of $s-2/3$ is $1/12$, so

$$|c|^2=\frac{(1/12)^2}{(1/12)^2+3/80}=\frac5{32}.$$

The correlation is positive imaginary because the noise power is weighted towards the source, and it is small because the spread of $s$ exceeds the offset of its mean. The part of $i_g$ that follows the drain noise is $(S_{gd}/S_d)i_d=j\omega C\,i_d/(6g_{d0})$. It carries $5/32$, or 15.6%, of the gate noise power.

The same equations at zero drain bias give a useful contrast. There $g$ is uniform, and a source at $\xi'$ has weight $\tfrac12-\xi'$ in place of $2s-\tfrac43$. This is odd about the middle of the channel, so the correlation vanishes at order $\omega$, while $S_d=4kTg_{d0}$ and $S_g=4kT\omega^2C^2/(12g_{d0})$. Current flow removes the symmetry and creates the imaginary correlation found above. A real part of $S_{gd}$, of order $\omega^2$, is present even at zero drain bias.

Gate noise can also be expressed through the gate conductance, which needs a separate calculation because Nyquist's theorem does not apply to the biased device. Apply a small gate voltage $v_g$ with the other terminals fixed. Now $\delta u=y=v_g-mv$, and the current and continuity equations become

$$i=-\frac{g_{d0}}m\frac{d(sy)}{d\xi},\qquad \frac{di}{d\xi}=-j\omega Cy .$$

With $F=sy$ and $\Omega=\omega C/g_{d0}$ they combine into $F''=j\Omega mF/s$, where $F=v_g$ at the source and $F=0$ at the drain. At zeroth order $F_0=v_gs^2$ and $y_0=v_gs$. At first order $F_1''=j\Omega mv_gs$. Since $(s^5)''=\tfrac{15}4s$ and $s^2$ is linear in $\xi$, the solution that vanishes at both ends is

$$F_1=\tfrac4{15}j\Omega mv_g(s^5-s^2),\qquad \int_0^1y_1d\xi=\tfrac4{15}j\Omega mv_g\cdot2\left(\tfrac16-\tfrac13\right)=-\tfrac4{45}j\Omega mv_g .$$

The gate current is $j\omega C\int(v_g-v)d\xi$, with $v_g-v=v_g(1-1/m)+y/m$. Hence

$$Y_{gg}=j\omega C\left(1-\frac1{3m}\right)+\frac4{45}\frac{\omega^2C^2}{g_{d0}} .$$

The gate-source capacitance follows from moving the source potential by $V_S$: then $u=(U-mV_S)s$, and $V=(U-u)/m$ has length average $[U-\tfrac23(U-mV_S)]/m$, which changes by $\tfrac23V_S$. Thus $C_{gs}=\tfrac23C$. The conductance is $g_g=\omega^2C_{gs}^2/(5g_{d0})$, and

$$S_g=4kT\,\tfrac43\,g_g,\qquad S_{gd}=4kT\,\frac{j\omega C_{gs}}6 .$$

The factor $4/3$ measures the departure from Nyquist noise. At zero drain bias it must be 1. There $g$ is uniform and the first-order potential obeys $g_{d0}v''=-j\omega Cv_g$, so $v=j\Omega v_g\xi(1-\xi)/2$. Its average, $j\Omega v_g/12$, gives $\mathrm{Re}\,Y_{gg}=\omega^2C^2/(12g_{d0})$, which matches the noise found above.

At higher frequency the correlation acquires a real part, because the current is no longer uniform. Write $\hat v=g_{d0}v$ and place a unit source at $\xi_t$, where $s=t$. Then $(s\hat v)'=i-\delta(\xi-\xi_t)$, $i'=j\Omega m\hat v$ and $i_g=-j\Omega\int\hat v\,d\xi$. At zeroth order $i_0=1$ and $\hat v_0=[\xi-\theta(\xi-\xi_t)]/s$, with $\theta$ the unit step. Two of its moments are

$$A=\int\hat v_0d\xi=\tfrac43-2t,\qquad B=\int\xi\hat v_0d\xi=\tfrac{16}{15}-2t+\tfrac23t^3 .$$

The first-order current is $i_1(\xi)=i_1(0)+j\Omega m\int_0^\xi\hat v_0d\xi'$. Its integral over the channel must vanish, since $s\hat v_1$ is zero at both ends, so $i_1(0)=-j\Omega m\int(1-\xi)\hat v_0d\xi$. At the drain $i_1(1)=j\Omega mB$. For the gate, $\hat v_1=s^{-1}\int_0^\xi i_1d\xi'$, and $\int_\xi^1d\xi'/s=2s$ gives

$$\int\hat v_1d\xi=\int2s\,i_1d\xi=\tfrac43j\Omega mD,\qquad D=\int(s^3-s^2)\hat v_0d\xi=-\tfrac1{10}+\tfrac23t^3-\tfrac12t^4 .$$

In the second step $i_1$ was inserted, with $\int2s\,d\xi=\tfrac43$ and $\int_\xi^12s\,d\xi'=\tfrac43s^3$. The second-order part of $i_gi_d^*$ is $(-j\Omega A)(-j\Omega mB)+(-j\Omega)(\tfrac43j\Omega mD)=\Omega^2m(-AB+\tfrac43D)$. Averaging over sources with weight $2t^2dt$,

$$\int_0^12t^2AB\,dt=\frac{60}{945},\qquad \frac43\int_0^12t^2D\,dt=\frac{16}{945},\qquad \mathrm{Re}\,S_{gd}=-4kTg_{d0}\,\frac{44}{945}\,m\Omega^2 .$$

The real part of $c$ therefore grows in proportion to $\omega$ at first.

These results were tested against a numerical solution of the linear equations on 500 links, each with its own noise source, which does not use the weight formula. At $\Omega=0.01$ and $m=1.3$ it gives coefficients 0.66667, 0.11852 and 0.11111 for $S_d$, $S_g$ and $S_{gd}$, and a sign change at $x/L=0.5556$, in agreement with $2/3$, $16/135$, $1/9$ and $5/9$.

As an example take a silicon p-channel transistor in a phosphorus-doped body. Relative to the n-channel device all voltages and currents reverse; spectra are products of two currents, so they and $c$ keep their signs. The parameters are rough typical values for a long-channel device: 10 nm oxide, $L=2$ µm, $W=100$ µm in ten fingers, $U=0.5$ V, hole mobility 100 cm²/Vs, 300 K and $10^{16}$ cm⁻³ phosphorus. With this oxide and doping, linearising the depletion charge at a surface potential of twice the bulk Fermi potential, 0.714 V, gives $m=1.099$. With $C_{ox}=3.453$ fF/µm², $C=690.6$ fF and

$$g_{d0}=\mu C_{ox}\frac WLU=(0.01)(3.453\times10^{-3})(50)(0.5)\ \mathrm S=0.863\ \mathrm{mS}.$$

At 20 MHz, $\Omega=2\pi(20\times10^6)(690.6\times10^{-15})/(0.863\times10^{-3})=0.1005$. The drain noise is $S_d=9.54\times10^{-24}$ A²/Hz, or 3.09 pA/√Hz. The ratio of the two formulas is $S_g/S_d=\tfrac8{45}\Omega^2=1.80\times10^{-3}$, so $S_g=1.71\times10^{-26}$ A²/Hz, or 0.131 pA/√Hz. The gate conductance is 0.776 µS, and $\mathrm{Im}\,S_{gd}=S_d\Omega/6=1.60\times10^{-25}$ A²/Hz.

The numerical channel at 20 MHz gives $c=-0.0183+0.3951j$, and the derived real part is also $-0.0183$. The transit frequency, defined here with $C_{gs}$ alone, is $f_T=g_m/(2\pi C_{gs})=272$ MHz, with $g_m=dI/dU=g_{d0}/m=0.786$ mS. There $\Omega=1.365$ and $c=-0.236+0.370j$. The drain noise is 5.2% above its low-frequency formula and the gate noise 5.2% below. A purely imaginary correlation is thus a low-frequency result, while the formulas for $S_d$ and $S_g$ remain useful up to $f_T$ in this model.

Of the omissions recalculated here, diffusion matters most. The diffusion current is $mkT/(qu)$ times the drift current, with $q$ the elementary charge. This ratio is 5.7% at the source and exceeds 1 close to the drain, where $u$ falls below $mkT/q$. Adding diffusion changes the current law to $I=-\mu WC_{ox}(u/m+kT/q)\,du/dx$. With the mobile charge at the source held fixed, the drain coefficient drops from 0.667 to 0.650, the gate coefficient from 0.119 to 0.101, a fall of 15%, and $\mathrm{Im}\,c$ rises from 0.395 to 0.427. The gate noise falls mainly because of the modest diffusion current along the rest of the channel, not because of the short region at the drain where diffusion exceeds drift. When diffusion dominates, $u$ falls linearly, so $S_d=4kTg_{d0}/2$; since then $I=g_{d0}kT/q$, this equals the full shot noise $2qI$. The number $2/3$ thus belongs to strong inversion. Replacing the constant $m$ by the full depletion charge changes the drain and gate coefficients by only 0.2% and 0.3%.

Shortening the channel also takes a transistor outside the model, because the carriers move faster and are heated by the field. Here the drift speed averaged over the channel length is 2.8% of a rough saturation velocity of $8\times10^6$ cm/s. The model exceeds that velocity only in the last 0.4 nm before the drain with drift alone, or the last 3.7 nm with diffusion included. The gradual-channel approximation fails over a longer stretch. With a depletion depth $x_d$ of about 0.39 µm at the drain, a rough estimate of the charge tied to the lateral field gradient, $\varepsilon_{Si}x_d\,d^2V/dx^2$ with $\varepsilon_{Si}$ the permittivity of silicon, equals the mobile charge about 50 nm from the drain and is a tenth of it at about 160 nm. In the drift model these stretches carry 3% and 11% of $S_g$, and 0.4% and 2% of $S_d$. At fixed overdrive and mobility the ratio grows as $1/L$, reaching 28% at 0.2 µm, where constant mobility and lattice-temperature carriers are no longer safe; the resulting change in noise is not calculated here. Also left out are drain bias beyond saturation, which shortens the channel, and the fall of mobility with gate field, which makes the mobility vary along the channel. The hole density at the source is 0.17 of the two-dimensional states per area within $kT$, for a rough hole mass of 0.6 electron masses, so degeneracy is modest. The oxide field of 0.64 MV/cm is far below breakdown, roughly 10 MV/cm, and a barrier estimate with a rough oxide mass of 0.4 electron masses attenuates tunnelling by some 57 powers of ten for holes (barrier 4.5 eV) and some 47 for electrons from the gate (barrier about 3.1 eV).

Two further noise sources, which depend on layout and oxide quality, are estimated here; the noise of the body resistance is not. For a gate sheet resistance of 10 ohms contacted at one end of each finger, the effective gate resistance is 1.67 ohms and adds 0.6% to the gate noise power. A rough estimate for oxide traps of density $10^{17}$ cm⁻³eV⁻¹ puts their flicker noise at 0.9% of the drain thermal noise at 20 MHz. That estimate gives all traps equal weight, which understates the effect of those near the drain. It varies as $1/f$, so at a few tenths of a megahertz traps would rival the thermal noise in the drain. The remaining values are in the numerical output.

## Numbers as computed

```
temperature 300 K, oxide 10 nm
L 2 um, W 100 um, fingers 10
overdrive U 0.50 V, mobility 100 cm2/Vs
phosphorus 1.0e+16 cm^-3, n_i 1.0e+10 cm^-3
frequency 20 MHz
Cox 3.453 fF/um2, C = W L Cox 690.6 fF
Cgs 460.4 fF, Cgg 481.1 fF
surface potential 0.714 V, body factor m 1.0987
saturation voltage U/m 0.4551 V
gd0 0.8633 mS, gm 0.7857 mS
drain current 196.4 uA, fT 271.6 MHz
Omega = w C/gd0 0.1005
drain coefficient 0.66667, gate 0.11852, cross 0.11111
|c| 0.39528, correlated share 0.15625
source weight changes sign at x/L 0.5556 (solver)
S_d 9.535e-24 A2/Hz, root 3.088 pA/rtHz
S_g 1.713e-26 A2/Hz, root 0.1309 pA/rtHz
Im S_gd 1.598e-25 A2/Hz
gate conductance g_g 0.7755 uS
solver, Omega 0.01: S_d coeff 0.66667
  gate 0.11852, cross 0.11111
solver at 20 MHz: c -0.0183+0.3951j
  first-order Re c -0.0183
  S_d/formula 1.0003
  S_g/formula 0.9997
solver at fT: Omega 1.365, c -0.2357+0.3703j
  S_d/formula 1.0516
  S_g/formula 0.9484
exact depletion charge: drain 0.66549, gate 0.11889
  |c| 0.39657, saturation voltage 0.4602 V
with diffusion: drain 0.64966
  gate 0.10104, Im c 0.42714
saturation velocity, rough input 8e+06 cm/s
mean drift speed/saturation velocity 0.0284
length beyond saturation velocity 0.404 nm
hole mass, rough input 0.6 m_e
hole density/(2D states per area in kT) 0.166
oxide field at source 0.641 MV/cm
oxide barrier 4.5 eV, mass 0.4 m_e (rough)
log10 of tunnelling attenuation -57.5
gate sheet resistance 10 ohm, R_g 1.667 ohm
gate-resistance noise/induced gate noise 0.0059
traps 1e+17 /cm3/eV, decay 0.1 nm (rough)
trap flicker noise/drain thermal noise 0.0090
```
